# Structure constants from two codes: what must agree and what need not: a program that tests the result

```python
"""
Result under test: structure constants B of multiple-scattering theory depend on the
convention for spherical harmonics. If Y' = Y U (U unitary, equal on all sites), then
B' = U^dagger B U. Determinants det(1 - t B) for spherical scatterers are unchanged;
the density is unchanged if it is assembled with the harmonics that belong to B'.
Symbols (Rydberg units): E = kappa^2; t = single-site t matrix; tau = (1/t - B)^-1;
J = j_l Y, H = h_l Y (outgoing); B_ij = -i kappa g(R_i - R_j), where
H_L'(r + S) = sum_L J_L(r) g_LL'(S). Z = real regular solution in a well,
matching kappa (n_l - cot(delta_l) j_l) at the well radius.
"""
import numpy as np
from math import factorial, pi
from scipy.special import lpmv, spherical_jn, spherical_yn
from sympy.physics.wigner import gaunt

LMAX = 2
ENERGY = 0.5
KAPPA = np.sqrt(ENERGY)
RADIUS = 2.0
DEPTHS = np.array([1.0, 1.6, 0.7])
SITES = np.array([[0.0, 0.0, 0.0], [3.6, 1.4, 2.2], [-1.8, 3.9, -2.0]])
NS = len(SITES)
LM = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
NL = len(LM)
L_OF = np.array([l for l, m in LM])
M_OF = np.array([m for l, m in LM])
I_POW = [1, 1j, -1, -1j]


def ylm(vec, lmax=LMAX):
    """Complex harmonics with Condon-Shortley phase, columns ordered (l, m)."""
    vec = np.atleast_2d(vec)
    cos_theta = vec[:, 2] / np.linalg.norm(vec, axis=1)
    phi = np.arctan2(vec[:, 1], vec[:, 0])
    columns = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            k = abs(m)
            norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
            y = norm * lpmv(k, l, cos_theta) * np.exp(1j * k * phi)
            columns.append(y if m >= 0 else (-1)**k * y.conj())
    return np.array(columns).T


def real_harmonics(vec):
    """Real harmonics written as Cartesian polynomials."""
    vec = np.atleast_2d(vec)
    x, y, z = (vec / np.linalg.norm(vec, axis=1)[:, None]).T
    c1, c2 = np.sqrt(3 / (4*pi)), np.sqrt(15 / (4*pi))
    return np.array([np.full_like(x, np.sqrt(1 / (4*pi))), c1*y, c1*z, c1*x,
                     c2*x*y, c2*y*z, np.sqrt(5 / (16*pi)) * (3*z*z - 1),
                     c2*x*z, c2/2*(x*x - y*y)]).T.astype(complex)


I_PHASE = np.array([I_POW[(-l) % 4] for l in L_OF])
M_SIGN = (-1.0)**np.abs(M_OF)
HARMONICS = {
    "reference": ylm,
    "i^(l-l')": lambda v: ylm(v) * I_PHASE,
    "no CS phase": lambda v: ylm(v) * M_SIGN,
    "reversed R": lambda v: ylm(-np.atleast_2d(v)),
    "real": real_harmonics,
}

# quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(24)
phis = 2*pi*np.arange(48)/48
ct, ph = np.meshgrid(nodes, phis, indexing="ij")
st = np.sqrt(1 - ct**2)
UNIT = np.stack([st*np.cos(ph), st*np.sin(ph), ct], axis=-1).reshape(-1, 3)
WEIGHT = np.repeat(node_weights * 2*pi/48, 48)


def jl(l, x):
    return spherical_jn(l, x)


def hl(l, x):
    return spherical_jn(l, x) + 1j*spherical_yn(l, x)


def outgoing(vec, harmonics=ylm, conjugate=False):
    vec = np.atleast_2d(vec)
    r = np.linalg.norm(vec, axis=1)
    y = harmonics(vec)
    return hl(L_OF[None, :], KAPPA*r[:, None]) * (y.conj() if conjugate else y)


# structure constants from Gaunt coefficients
GAUNT_TABLE = []
for a, (l, m) in enumerate(LM):
    for b, (lp, mp) in enumerate(LM):
        for l2 in range(abs(l - lp), l + lp + 1, 2):
            m2 = mp - m
            if abs(m2) <= l2:
                integral = (-1)**abs(mp) * float(gaunt(lp, l, l2, mp, -m, -m2))
                GAUNT_TABLE.append((a, b, l2, l2*l2 + l2 + m2,
                                    4*pi*I_POW[(l + l2 - lp) % 4]*integral))


def b_gaunt(shift):
    y = ylm(shift, 2*LMAX)[0]
    h = hl(np.arange(2*LMAX + 1), KAPPA*np.linalg.norm(shift))
    g = np.zeros((NL, NL), complex)
    for a, b, l2, index, coefficient in GAUNT_TABLE:
        g[a, b] += coefficient * h[l2] * y[index]
    return -1j*KAPPA*g


def b_projected(shift, harmonics):
    """Structure constants from their definition: project the shifted wave."""
    rho = 1.0
    wave = outgoing(rho*UNIT + shift, harmonics)
    overlap = (WEIGHT[:, None]*harmonics(UNIT).conj()).T @ wave
    return -1j*KAPPA*overlap / jl(L_OF, KAPPA*rho)[:, None]


def assemble(block):
    big = np.zeros((NS*NL, NS*NL), complex)
    for i in range(NS):
        for j in range(NS):
            if i != j:
                big[i*NL:(i+1)*NL, j*NL:(j+1)*NL] = block(i, j)
    return big


# scattering by the square wells
x_edge = KAPPA*RADIUS
q_in = np.sqrt(ENERGY + DEPTHS)
log_der = np.array([q*spherical_jn(L_OF, q*RADIUS, True)/jl(L_OF, q*RADIUS) for q in q_in])
j_edge, n_edge = jl(L_OF, x_edge), spherical_yn(L_OF, x_edge)
dj_edge = KAPPA*spherical_jn(L_OF, x_edge, True)
dn_edge = KAPPA*spherical_yn(L_OF, x_edge, True)
cot_delta = (dn_edge - log_der*n_edge)/(dj_edge - log_der*j_edge)
t_inverse = (-KAPPA*(cot_delta - 1j)).ravel()
z_edge = KAPPA*(n_edge - cot_delta[0]*j_edge)


def scattering_det(b):
    return np.linalg.det(np.eye(NS*NL) - b/t_inverse[:, None])


def density(points, tau00, harmonics):
    """l <= LMAX local density of states per spin inside the first well."""
    points = np.atleast_2d(points)
    r = np.linalg.norm(points, axis=1)
    radial = z_edge*jl(L_OF[None, :], q_in[0]*r[:, None])/jl(L_OF, q_in[0]*RADIUS)
    v = radial*harmonics(points)
    return -np.einsum("pa,ab,pb->p", v, tau00, v.conj()).imag/pi


b_ref = assemble(lambda i, j: b_gaunt(SITES[i] - SITES[j]))
tau_ref = np.linalg.inv(np.diag(t_inverse) - b_ref)
det_ref = scattering_det(b_ref)

# test 1: elementwise transformation law, projection against Gaunt formula
b_all = {}
for name, harm in HARMONICS.items():
    b_all[name] = assemble(lambda i, j: b_projected(SITES[i] - SITES[j], harm))
    u = (WEIGHT[:, None]*ylm(UNIT).conj()).T @ harm(UNIT)
    u_big = np.kron(np.eye(NS), u)
    assert np.allclose(u.conj().T @ u, np.eye(NL), atol=1e-11)
    assert np.allclose(b_all[name], u_big.conj().T @ b_ref @ u_big, atol=1e-9)
b_minus = assemble(lambda i, j: b_gaunt(SITES[j] - SITES[i]))
assert np.allclose(b_all["reversed R"], b_minus, atol=1e-9)
parity = (-1.0)**np.tile(L_OF, NS)
assert np.allclose(b_minus, parity[:, None]*b_ref*parity, atol=1e-11)
factor = np.array([[I_POW[(l - lp) % 4] for lp in L_OF] for l in L_OF])
assert np.allclose(b_all["i^(l-l')"], np.tile(factor, (NS, NS))*b_ref, atol=1e-9)

# test 2: multi-centre Green function joins smoothly to the wells on every sphere
source = np.array([1.0, -4.5, 3.0])
incoming = np.concatenate([-1j*KAPPA*outgoing(source - s, conjugate=True)[0] for s in SITES])
amplitude = tau_ref @ incoming


def green(points):
    d = np.linalg.norm(points - source, axis=1)
    waves = np.hstack([outgoing(points - s) for s in SITES])
    return -np.exp(1j*KAPPA*d)/(4*pi*d) - 1j*KAPPA*waves @ amplitude


project = (WEIGHT[:, None]*ylm(UNIT).conj()).T
step = 1e-3
worst_match = 0.0
for i in range(NS):
    f0, fp, fm = [project @ green(SITES[i] + r*UNIT)
                  for r in (RADIUS, RADIUS + step, RADIUS - step)]
    slope = (fp - fm)/(2*step)
    error = np.abs(slope - log_der[i]*f0)/(np.abs(slope) + np.abs(log_der[i]*f0))
    worst_match = max(worst_match, error.max())
assert worst_match < 1e-5   # limited by the finite difference

# test 3: on-site Green function formula against projected multi-centre form
sphere = SITES[0] + RADIUS*UNIT
left = project @ np.hstack([outgoing(sphere - s) for s in SITES])
right = np.hstack([outgoing(sphere - s, conjugate=True) for s in SITES]).T @ (
    WEIGHT[:, None]*ylm(UNIT))
direct = -KAPPA**2*left @ tau_ref @ right + np.diag(-1j*KAPPA*j_edge*hl(L_OF, x_edge))
onsite = z_edge[:, None]*tau_ref[:NL, :NL]*z_edge - np.diag(z_edge*j_edge)
assert np.allclose(direct, onsite, atol=1e-9)

# test 4: determinants and densities, matched and mismatched harmonics
point = np.array([0.9, 0.5, 1.1])
turned = point*np.array([-1, -1, 1])
n_ref = density(point, tau_ref[:NL, :NL], ylm)[0]
n_inv = density(-point, tau_ref[:NL, :NL], ylm)[0]
n_rot = density(turned, tau_ref[:NL, :NL], ylm)[0]
g_nodes, g_weights = np.polynomial.legendre.leggauss(16)
radii, radial_w = RADIUS*(g_nodes + 1)/2, RADIUS*g_weights/2
ball = (radii[:, None, None]*UNIT[None]).reshape(-1, 3)
ball_w = ((radial_w*radii**2)[:, None]*WEIGHT[None]).ravel()


def moments(tau00, harmonics):
    n = density(ball, tau00, harmonics)
    return ball_w @ n, (ball_w*n) @ ball


charge_ref, dipole_ref = moments(tau_ref[:NL, :NL], ylm)
assert np.abs(dipole_ref).min() > 1e-5
table = {}
for name, harm in HARMONICS.items():
    det = scattering_det(b_all[name])
    tau00 = np.linalg.inv(np.diag(t_inverse) - b_all[name])[:NL, :NL]
    matched = density(point, tau00, harm)[0]
    assert abs(det - det_ref) < 1e-8*abs(det_ref)
    assert abs(matched - n_ref) < 1e-8*abs(n_ref)
    mixed = density(point, tau00, ylm)[0]
    charge, dipole = moments(tau00, ylm)
    table[name] = (det, matched, mixed, charge, dipole)
for name in ("i^(l-l')", "no CS phase", "reversed R"):
    assert abs(table[name][3] - charge_ref) < 1e-8*abs(charge_ref)
assert abs(table["reversed R"][2] - n_inv) < 1e-8*abs(n_ref)
assert abs(table["no CS phase"][2] - n_rot) < 1e-8*abs(n_ref)
assert np.allclose(table["reversed R"][4], -dipole_ref, atol=1e-9)
assert np.allclose(table["no CS phase"][4], dipole_ref*[-1, -1, 1], atol=1e-9)
assert np.allclose(table["i^(l-l')"][4], 0, atol=1e-9)

# parts of the density by pairs (l, l')
parts = np.zeros((LMAX + 1, LMAX + 1))
for l in range(LMAX + 1):
    for lp in range(LMAX + 1):
        mask = np.outer(L_OF == l, L_OF == lp)
        parts[l, lp] = density(point, tau_ref[:NL, :NL]*mask, ylm)[0]
assert np.allclose(parts, parts.T, atol=1e-11)
cosines = np.cos(pi/2*np.subtract.outer(np.arange(LMAX + 1), np.arange(LMAX + 1)))
assert abs((cosines*parts).sum() - table["i^(l-l')"][2]) < 1e-8*abs(n_ref)

# test 5: changes that are not similarity transformations
i_l = np.tile(np.array([I_POW[l % 4] for l in L_OF]), NS)
det_congruence = scattering_det(i_l[:, None]*b_ref*i_l)
det_half = scattering_det(assemble(
    lambda i, j: b_gaunt((SITES[i] - SITES[j])*(1 if i < j else -1))))
coupling = 0.3


def nonspherical_det(b, w):
    inverse = np.diag(t_inverse).copy()
    inverse[0, 2] += w      # couples l=0 and l=1, m=0 on the first site
    inverse[2, 0] += w
    return np.linalg.det(np.eye(NS*NL) - np.linalg.solve(inverse, b))


det_ns = nonspherical_det(b_ref, coupling)
det_ns_wrong = nonspherical_det(b_minus, coupling)
det_ns_right = nonspherical_det(b_minus, -coupling)
det_ns_inverted = nonspherical_det(b_ref, -coupling)
assert abs(det_ns_right - det_ns) < 1e-9*abs(det_ns)
assert abs(det_ns_wrong - det_ns_inverted) < 1e-9*abs(det_ns)
for wrong, good in ((det_congruence, det_ref), (det_half, det_ref), (det_ns_wrong, det_ns)):
    assert abs(wrong - good) > 1e-4*abs(good)


def c(z):
    return f"{z.real + 0.0:+.6f} {z.imag + 0.0:+.6f}i"


print(f"energy {ENERGY} Ry, kappa {KAPPA:.6f} 1/bohr, well radius {RADIUS} bohr")
for i in range(NS):
    delta = np.arctan(1/cot_delta[i][[0, 1, 4]])
    print(f"site {i+1}: position {SITES[i]} bohr, depth {DEPTHS[i]} Ry,",
          "phase shifts l=0,1,2 (mod pi):", " ".join(f"{d:+.5f}" for d in delta), "rad")
print("distances 1-2, 1-3, 2-3 (bohr):", " ".join(
    f"{np.linalg.norm(SITES[i]-SITES[j]):.4f}" for i, j in ((0, 1), (0, 2), (1, 2))))
print("elements of B between sites 1 and 2 (1/bohr); columns (00;11) and (00;20)")
print("  in the real set these places hold (s;p_x) and (s;d_3z2-1)")
for name, b in b_all.items():
    print(f"  {name:12s} {c(b[0, NL+3])}   {c(b[0, NL+6])}")
print("det(1-tB), dimensionless, each code with its own B")
for name, row in table.items():
    print(f"  {name:12s} {c(row[0])}")
print(f"density in well 1 at r = {point} bohr, states/(Ry bohr^3) per spin")
print(f"  reference at r {n_ref:.7f}, at -r {n_inv:.7f}, turned by pi about z {n_rot:.7f}")
print("  columns: own harmonics, reference harmonics (mismatch except first row)")
for name, row in table.items():
    print(f"  {name:12s} {row[1]:.7f}  {row[2]:.7f}")
print("parts of reference density at r, same unit (cross parts count both orders)")
print(f"  ss {parts[0,0]:+.7f}  pp {parts[1,1]:+.7f}  dd {parts[2,2]:+.7f}")
print(f"  sp {2*parts[0,1]:+.7f}  pd {2*parts[1,2]:+.7f}  sd {2*parts[0,2]:+.7f}")
print("B of each code with reference harmonics: sphere charge (states/Ry per spin),")
print("  dipole x, y, z (bohr states/Ry per spin)")
for name, row in table.items():
    if name != "real":
        print(f"  {name:12s} {row[3]:.7f} ", " ".join(f"{round(d, 7)+0.0:+.7f}" for d in row[4]))
print("determinants after changes that are not similarities (dimensionless)")
print("  factor i^(l+l')                 ", c(det_congruence))
print("  R reversed in one block per pair", c(det_half))
print(f"non-spherical well 1: s-p coupling {coupling} 1/bohr in inverse t")
print("  reference B                     ", c(det_ns))
print("  reversed R, t not transformed   ", c(det_ns_wrong))
print("  reversed R, t transformed       ", c(det_ns_right))
print("  reference B, inverted scatterer ", c(det_ns_inverted))
print(f"largest relative mismatch of slopes at the wells: {worst_match:.1e}")
print("finished without a failed check")
```

Running it gives:

```
energy 0.5 Ry, kappa 0.707107 1/bohr, well radius 2.0 bohr
site 1: position [0. 0. 0.] bohr, depth 1.0 Ry, phase shifts l=0,1,2 (mod pi): +1.28104 +0.37803 +0.01484 rad
site 2: position [3.6 1.4 2.2] bohr, depth 1.6 Ry, phase shifts l=0,1,2 (mod pi): -1.53475 +1.11611 +0.02894 rad
site 3: position [-1.8  3.9 -2. ] bohr, depth 0.7 Ry, phase shifts l=0,1,2 (mod pi): +0.99236 +0.20498 +0.00954 rad
distances 1-2, 1-3, 2-3 (bohr): 4.4452 4.7381 7.2835
elements of B between sites 1 and 2 (1/bohr); columns (00;11) and (00;20)
  in the real set these places hold (s;p_x) and (s;d_3z2-1)
  reference    +0.158084 -0.195264i   +0.046339 +0.063734i
  i^(l-l')     -0.195264 -0.158084i   -0.046339 -0.063734i
  no CS phase  -0.158084 +0.195264i   +0.046339 +0.063734i
  reversed R   -0.158084 +0.195264i   +0.046339 +0.063734i
  real         -0.100913 +0.315389i   +0.046339 +0.063734i
det(1-tB), dimensionless, each code with its own B
  reference    +1.005807 +0.061505i
  i^(l-l')     +1.005807 +0.061505i
  no CS phase  +1.005807 +0.061505i
  reversed R   +1.005807 +0.061505i
  real         +1.005807 +0.061505i
density in well 1 at r = [0.9 0.5 1.1] bohr, states/(Ry bohr^3) per spin
  reference at r 0.0254932, at -r 0.0310191, turned by pi about z 0.0326474
  columns: own harmonics, reference harmonics (mismatch except first row)
  reference    0.0254932  0.0254932
  i^(l-l')     0.0254932  0.0312137
  no CS phase  0.0254932  0.0326474
  reversed R   0.0254932  0.0310191
  real         0.0254932  0.0296984
parts of reference density at r, same unit (cross parts count both orders)
  ss +0.0076866  pp +0.0206940  dd +0.0013543
  sp -0.0055201  pd +0.0027572  sd -0.0014788
B of each code with reference harmonics: sphere charge (states/Ry per spin),
  dipole x, y, z (bohr states/Ry per spin)
  reference    0.9597983  -0.0578974 -0.0184811 -0.0361711
  i^(l-l')     0.9597983  +0.0000000 +0.0000000 +0.0000000
  no CS phase  0.9597983  +0.0578974 +0.0184811 -0.0361711
  reversed R   0.9597983  +0.0578974 +0.0184811 +0.0361711
determinants after changes that are not similarities (dimensionless)
  factor i^(l+l')                  +2.003994 -0.337270i
  R reversed in one block per pair +1.652801 -0.382646i
non-spherical well 1: s-p coupling 0.3 1/bohr in inverse t
  reference B                      +0.969208 +0.086911i
  reversed R, t not transformed    +1.041340 +0.019377i
  reversed R, t transformed        +0.969208 +0.086911i
  reference B, inverted scatterer  +1.041340 +0.019377i
largest relative mismatch of slopes at the wells: 7.7e-07
finished without a failed check
```
